# Temperature dependence of the hopping mobility in a Gaussian density of states, part 1

(Sections cited here and not found follow in the second part.)

### The decision

A mobility has been measured or simulated at several temperatures in a disordered hopping conductor, and the disorder width $\sigma$ is to be extracted from it, or a known $\sigma$ is to be turned into a mobility at a temperature that was not sampled. One route is to plot $\ln\mu$ against $1/T^2$ and read the slope through

$$\mu=\mu_0\exp\!\left[-\left(\frac{c\,\sigma}{kT}\right)^2\right],\qquad c\approx\tfrac23 .$$

The data fix only the product $c\sigma$, so an error in $c$ passes one to one into $\sigma$. Three values compete. Activation from the mean carrier energy $-\sigma^2/kT$ to a level near the band centre suggests $c=1$. The network calculation below gives about $2/3$ over a finite temperature window. The low-temperature limit of the model is $1/\sqrt2=0.707$. The choice also depends on whether $\mu$ or $\mu T$ is plotted, on the temperature window, and on whether the simulated lattice is large enough to contain the states in which the carrier spends its time.

The law with constant $c$ is not exact. For one carrier hopping between nearest neighbours of a cubic lattice, the mobility is exactly $\beta ea^2\nu\,G(s)\,e^{-s^2/2}$ with $s=\sigma/kT$, where $G$ is the conductance of a resistor network and has $\ln G$ growing only linearly in $s$ at large $s$. The coefficient $1/2$ of $s^2$ then comes from the Gaussian density of states alone; this requires a lattice on which the sites below some fixed energy already connect across the sample, and in a one-dimensional chain the coefficient becomes $1$. The value $c\approx2/3$ is what a straight line in $s^2$ returns when it also has to absorb $\ln(sG)$ over $2\le s\le6$.

### Model and conventions

Sites form a simple cubic lattice of spacing $a$ with $N=L^3$ sites and periodic boundaries. Site energies are independent, with density

$$\rho(E)=\frac{1}{\sigma}\,\varphi\!\left(\frac{E}{\sigma}\right),\qquad \varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}},\qquad \Phi(x)=\int_{-\infty}^{x}\varphi(y)\,dy ,$$

so energies are measured from the band centre. One carrier of charge $e>0$ moves in a weak field $F$ along $x$, with potential energy $U_i=E_i-eFx_i$. It hops between nearest neighbours with Miller–Abrahams rates

$$W_{ij}=\nu\,\min\!\left(1,\;e^{-\beta(U_j-U_i)}\right),\qquad \beta=\frac{1}{kT},$$

for a hop from $i$ to $j$. The rate $\nu$ contains the tunnelling factor and is taken as independent of temperature. The reduced mobility is $\mu^*=\mu\sigma/(ea^2\nu)$; its unit does not depend on temperature, so $\mu^*$ has the same temperature dependence as $\mu$. Energies are in eV, temperatures in K and mobilities in cm²/(V s).

### Where the carrier sits

At $F=0$ the rates obey $W_{ij}/W_{ji}=e^{-\beta(E_j-E_i)}$, because one of the two is $\nu$ and the other is $\nu e^{-\beta|E_j-E_i|}$. The distribution

$$\pi_i=\frac{e^{-\beta E_i}}{NZ_N},\qquad Z_N=\frac1N\sum_i e^{-\beta E_i},$$

therefore satisfies $\pi_iW_{ij}=\pi_jW_{ji}$ on every bond and is stationary. For $N\to\infty$, $Z_N$ tends to $Z=\int\rho(E)e^{-\beta E}dE$. With $x=E/\sigma$ the exponent is completed to a square, $-x^2/2-sx=-(x+s)^2/2+s^2/2$, which gives

$$\varphi(x)\,e^{-sx}=e^{s^2/2}\,\varphi(x+s).\tag{1}$$

The integral of $\varphi(x+s)$ is one, so

$$Z=e^{s^2/2}.\tag{2}$$

Dividing (1) by $Z$ shows that the energy of the occupied site is distributed as $\varphi(x+s)$, a Gaussian of the same width $\sigma$ centred at

$$E_{\rm eq}=-s\sigma=-\frac{\sigma^2}{kT}=-\frac{d\ln Z}{d\beta},\tag{3}$$

where the last form follows from $\ln Z=\beta^2\sigma^2/2$. The free energy of the carrier, measured from that of an ordered lattice at $E=0$, is $-kT\ln Z=-\sigma^2/2kT$, half of $E_{\rm eq}$. The difference is an entropy, $S/k=\beta E_{\rm eq}+\ln Z=-s^2+s^2/2=-s^2/2$. It is negative because the carrier confines itself to sites near $E_{\rm eq}$, whose share of all sites is of order $\varphi(s)\propto e^{-s^2/2}$. Equations (2) and (3) and the width of the occupied distribution were confirmed by numerical quadrature for $s=2$ to $6$.

A single carrier stands for a finite density only while carriers do not compete for sites. With $n$ carriers per site, at most one on each, $n=\int\rho(E)\,[e^{\beta(E-E_F)}+1]^{-1}dE$. If the occupied states lie well above $E_F$, the $+1$ can be dropped, $n=e^{\beta E_F}Z$, and

$$E_F=-\frac{\sigma^2}{2kT}+kT\ln n.\tag{4}$$

The occupied states are centred on $E_{\rm eq}$, so consistency requires $E_F<E_{\rm eq}$. Inserting (3) and (4) and multiplying by $\beta$ gives $\ln n<-s^2/2$. A margin of $m$ widths, $E_F=E_{\rm eq}-m\sigma$, requires $n=e^{-s^2/2-ms}$. At $s=4$ and $n=10^{-9}$, solving the Fermi–Dirac integral by quadrature gives $E_F/\sigma=-7.1803$ against $-7.1808$ from (4); this level lies about three widths below $E_{\rm eq}=-4\sigma$.

### The master equation in a weak field is a resistor network

Let $p_i$ be the stationary occupation in the field and $J_{ij}=p_iW_{ij}-p_jW_{ji}=-J_{ji}$ the net probability flux along a bond. Stationarity reads $\sum_jJ_{ij}=0$ at every site. Define $f=\beta eFa$ and let $\Delta_{ij}=-\Delta_{ji}$ be the step along $x$ in units of $a$, equal to $\pm1$ on $x$ bonds (also across the periodic boundary) and $0$ on the others. Then $\beta(U_j-U_i)=\beta(E_j-E_i)-f\Delta_{ij}$ and

$$\frac{W_{ij}}{W_{ji}}=e^{-\beta(E_j-E_i)+f\Delta_{ij}} .$$

Write $W_{ij}=W^0_{ij}(1+f\alpha_{ij})$ to first order in $f$. The ratio then carries the factor $1+f(\alpha_{ij}-\alpha_{ji})$, and comparison with $e^{f\Delta_{ij}}\simeq1+f\Delta_{ij}$ gives $\alpha_{ij}-\alpha_{ji}=\Delta_{ij}$. How the field dependence is shared between the two directions does not matter at this order. The equilibrium one-way flux is

$$\pi_iW^0_{ij}=\frac{\nu}{NZ_N}\,e^{-\beta E_i}\min\!\left(1,e^{-\beta(E_j-E_i)}\right)=\frac{\nu\,g_{ij}}{NZ_N},\qquad g_{ij}=e^{-\beta\max(E_i,E_j)},$$

since the product equals $\min(e^{-\beta E_i},e^{-\beta E_j})$. It is symmetric in $i$ and $j$. With $p_i=\pi_i(1+f\psi_i)$,

$$J_{ij}=\frac{\nu g_{ij}}{NZ_N}\Big[(1+f\psi_i)(1+f\alpha_{ij})-(1+f\psi_j)(1+f\alpha_{ji})\Big]=\frac{\nu f}{NZ_N}\,g_{ij}u_{ij},$$

$$u_{ij}=\Delta_{ij}+\psi_i-\psi_j ,$$

after the zeroth-order terms cancel and terms in $f^2$ are dropped. Stationarity becomes $\sum_jg_{ij}u_{ij}=0$, which is Kirchhoff's current law for conductances $g_{ij}$ and voltage drops $u_{ij}$. It fixes $\psi$ up to a constant, which normalization determines and which cancels from $u_{ij}$.

The drift velocity is $v=a\sum_{\rm bonds}J_{ij}\Delta_{ij}$, each bond counted once. Substitute $\Delta_{ij}=u_{ij}-(\psi_i-\psi_j)$. The second piece vanishes:

$$\sum_{\rm bonds}g_{ij}u_{ij}(\psi_i-\psi_j)=\tfrac12\sum_{i,j}g_{ij}u_{ij}(\psi_i-\psi_j)=\sum_i\psi_i\sum_jg_{ij}u_{ij}=0 .$$

The factor $\tfrac12$ undoes the double counting, antisymmetry of $u_{ij}$ makes the $\psi_j$ term equal to the $\psi_i$ term, and the last step is Kirchhoff's law. Hence $v=a\nu fG_N/Z_N$ with $G_N=N^{-1}\sum_{\rm bonds}g_{ij}u_{ij}^2$, the dissipated power per site at unit mean drop per lattice spacing.

This quantity is a minimum. For any periodic function $\chi$ on the sites define

$$Q[\chi]=\frac1N\sum_{\rm bonds}g_{ij}\,(\Delta_{ij}+\chi_i-\chi_j)^2 .$$

Its gradient is $\partial Q/\partial\chi_i=(2/N)\sum_jg_{ij}(\Delta_{ij}+\chi_i-\chi_j)$, which vanishes precisely when Kirchhoff's law holds. $Q$ is a sum of squares of affine functions with positive weights, so it is convex and the stationary point is the minimum: $G_N=\min_\chi Q=Q[\psi]$. Two consequences are used below. Any trial $\chi$ gives an upper bound. Lowering any $g_{ij}$ lowers $Q$ for every $\chi$ and therefore cannot raise $G_N$ (Rayleigh monotonicity).

With $\mu=v/F$ and $f=\beta eFa$,

$$\mu=\beta ea^2\nu\,\frac{G_N}{Z_N}\;\xrightarrow{N\to\infty}\;\beta ea^2\nu\,G(s)\,e^{-s^2/2},\qquad \mu^*=s\,G(s)\,e^{-s^2/2}.\tag{5}$$

It is convenient to define $D=kT\mu/e=a^2\nu G/Z$, which is the long-time diffusion coefficient by the Einstein relation; only the definition is used here. For $\sigma=0$ all $g_{ij}=1$, $\psi=0$ solves Kirchhoff's law, the $N$ bonds along $x$ give $G=1$, and $D=a^2\nu$, the value for a random walk with rate $\nu$ to each neighbour.

Equation (5) was tested without linearization. On an $8^3$ lattice at $s=3$ the full master equation was solved for its stationary state at a weak field of both signs, and the part of $v$ odd in $F$ gave $v/(a\nu f)=1.047897\times10^{-2}$. The network for the same energies gave $G_N/Z_N=1.047897\times10^{-2}$.

The two factors of (5) are governed by different sites. $Z$ is dominated by rare sites near $E_{\rm eq}$. $G$ is nearly blind to them. A deep site with ordinary neighbours has bonds $g_{ij}$ set by the neighbours, because the higher energy counts, and a pair of adjacent deep sites has a huge $g_{ij}$ but almost no drop across it. Deep sites hold the carrier and do not shape the paths.

### An exact transport level and the factor one half

Differentiate $G=Q[\psi]$ with respect to $\beta$. The function $\psi$ changes with $\beta$, but $Q$ is stationary in it, so only the explicit dependence $\partial g_{ij}/\partial\beta=-\max(E_i,E_j)\,g_{ij}$ contributes:

$$-\frac{d\ln G}{d\beta}=\frac{\sum_{\rm bonds}\max(E_i,E_j)\,g_{ij}u_{ij}^2}{\sum_{\rm bonds}g_{ij}u_{ij}^2}\equiv E_t(T).\tag{6}$$

$E_t$ is the upper energy of a bond averaged with the power dissipated in that bond as weight. It is the energy of the hops that limit the current, not of the most frequent hops, which at low temperature mostly shuttle between strongly coupled sites with $u_{ij}\approx0$. On the $8^3$ lattice at $s=3$ a central difference of $\ln G_N$ gave $-d\ln G/ds=-0.135470$, and the weighted mean gave $E_t/\sigma=-0.135470$.

From $\ln D=\ln(a^2\nu)+\ln G-\ln Z$, equations (3) and (6) give

$$-\frac{d\ln D}{d\beta}=E_t-E_{\rm eq},\qquad -\frac{d\ln\mu}{d\beta}=E_t-E_{\rm eq}-kT,\tag{7}$$

where the extra term comes from $d\ln\beta/d\beta=kT$. The picture of activation from the equilibrium energy to a transport level is thus exact as a statement about the local slope of an Arrhenius plot. It is not a statement about the exponent, because the slope varies with $\beta$. Integrating from $\beta=0$, where $D=a^2\nu$,

$$\ln\frac{D}{a^2\nu}=-\int_0^\beta E_t\,d\beta'-\int_0^\beta\sigma^2\beta'\,d\beta'=-\int_0^\beta E_t\,d\beta'-\frac{s^2}{2}.\tag{8}$$

A tempting shortcut is to write $D\propto e^{-\beta(E_t-E_{\rm eq})}=e^{-\beta E_t-s^2}$, which gives $c=1$. It replaces the integral of a slope that grows linearly from zero by the final slope times the interval, and doubles the quadratic term. The physical content of the error is the entropy found above. A Boltzmann factor compares the occupation of one site at $E_t$ with that of one site at $E_{\rm eq}$, but sites near the band centre outnumber those near $E_{\rm eq}$ by about $e^{s^2/2}$, and $e^{-s^2}e^{+s^2/2}=e^{-s^2/2}$.

The same exponent follows from counting carriers. By (1) the fraction of time spent above a level $E_t=\epsilon\sigma$ is $\Phi(-(s+\epsilon))$. For large $t$, the substitution $y=t+w/t$ gives $\Phi(-t)=\int_t^\infty\varphi(y)\,dy=t^{-1}\varphi(t)\int_0^\infty e^{-w-w^2/2t^2}dw\simeq\varphi(t)/t$. The mobile fraction therefore goes as $e^{-(s+\epsilon)^2/2}=e^{-s^2/2-\epsilon s-\epsilon^2/2}$, with the same terms in $s^2$ and $s$ as (8) at constant $E_t$.

By (8), everything beyond $s^2/2$ depends on how $E_t$ moves with temperature. If $E_t$ stays of order $\sigma$, it contributes terms linear in $s$. If it moves in proportion to $\sigma^2\beta$, it changes the coefficient of $s^2$. Both cases occur, depending on dimension.

### Bounds, and the chain where $c=1$ is right

Define $c_\infty^2=\lim_{s\to\infty}(-\ln\mu^*/s^2)$. The trial function $\chi=0$ leaves unit drops on the $N$ bonds along $x$, so $G\le\langle g\rangle$. For a lower bound, set $g=0$ on all transverse bonds. The lattice falls into $L^2$ rings of $L$ bonds. On a ring the drops are free except for $\sum u=L$, since the differences of a periodic $\chi$ sum to zero. Minimizing $\sum gu^2$ with a Lagrange multiplier gives $gu=I$, the same current in each bond; the constraint gives $I=L/\sum g^{-1}$, and the minimum is $I\sum u=IL$. Dividing the sum over rings by $N=L^3$ shows that $G_N$ is at least the mean of $I$ over rings. For $L\to\infty$ each $I$ tends to $1/\langle g^{-1}\rangle$, so

$$\frac{1}{\langle g^{-1}\rangle}\le G\le\langle g\rangle .$$

The larger of two independent standard normal variables has distribution function $\Phi(x)^2$ and density $2\varphi\Phi$. By (1), $\langle g\rangle=2e^{s^2/2}\int\varphi(x+s)\Phi(x)\,dx$. The integral is the probability that a standard normal $Y$ lies below $X-s$ with $X$ standard normal and independent. The difference $Y-X$ has variance 2, so the probability is $\Phi(-s/\sqrt2)$. Reversing the sign of $s$ gives the average of $1/g$:

$$\langle g^{\pm1}\rangle=2e^{s^2/2}\,\Phi\!\left(\mp\frac{s}{\sqrt2}\right).\tag{9}$$

Both forms were confirmed by quadrature. Dividing by $Z$, the upper bound on $G/Z$ is $2\Phi(-s/\sqrt2)$, whose exponent is $-t^2/2=-s^2/4$ at $t=s/\sqrt2$. The lower bound is $e^{-s^2}/[2\Phi(s/\sqrt2)]\to e^{-s^2}/2$. Thus $1/4\le c_\infty^2\le1$. The bounds are loose: at $s=4$ they are $1.681\times10^{-4}$ and $13.94$, around a computed $G=0.887$. They still identify two errors. Averaging rates over bonds with the equilibrium occupation as weight, as if each bond carried the full field, gives the upper bound and $c=1/2$. Adding all resistances in series gives $c=1$.

A one-dimensional chain is the series case exactly, $G=1/\langle g^{-1}\rangle$. Then $E_t=d\ln\langle g^{-1}\rangle/d\beta\to+\sigma^2\beta$, because $\Phi(s/\sqrt2)\to1$. The carrier cannot avoid any site, the resistance is dominated by barriers near $+\sigma^2/kT$, and these add a second $s^2/2$ in (8). A straight-line fit of the exact chain mobility over $2\le s\le6$ gives $c=0.985$. The value $c=1$ belongs to one dimension, and for a reason unrelated to the shortcut.

Equation (9) also gives the high-temperature limit in any dimension. At $s\to0$ the power is shared equally among the $x$ bonds, so $E_t=\langle\max(E_i,E_j)\rangle$. This is $\sigma$ times the derivative of $\ln\langle g^{-1}\rangle$ with respect to $s$ at $s=0$, which is $(\varphi(0)/\sqrt2)/\Phi(0)=1/\sqrt\pi$. Hence $D\simeq a^2\nu\,e^{-s/\sqrt\pi}$ for $s\ll1$. Weak disorder gives $D$ an Arrhenius law with activation energy $\sigma/\sqrt\pi$, while $\mu=eD/kT$ rises on cooling because of its factor $1/kT$. $G$ first falls below one, and the $1/T^2$ form has no meaning there.

### Percolation pins the transport level in three dimensions

For a chosen energy $E$, call a site open if $E_i\le E$. Sites are open independently with probability $p=\Phi(E/\sigma)$, and $g_{ij}\ge e^{-\beta E}$ exactly when both ends are open. This is site percolation. Let $p_c$ be its threshold and define

$$\Phi(E_c/\sigma)=p_c,\qquad b=-E_c/\sigma .$$

Two standard results of percolation theory are taken as given. For $p>p_c$ the lattice of unit resistors between open sites has a conductance per site $\Sigma(p)>0$. For $p<p_c$ the size distribution of open clusters decays fast enough that all its moments are finite.

For a lower bound take $E>E_c$. Replace $g_{ij}$ by $e^{-\beta E}$ on bonds between open sites and by zero elsewhere. No conductance has been raised, so $G\ge e^{-\beta E}\,\Sigma(p)$.

For an upper bound take $E<E_c$, where all clusters are finite. On each cluster choose a reference site with coordinate $X$ and set $\chi_i=(x_i-X)/a$; on closed sites set $\chi_i=0$. A bond between open sites lies within one cluster, and its drop is $(x_j-x_i)/a+(x_i-X)/a-(x_j-X)/a=0$, so the large conductances dissipate nothing. Every other bond has a closed end, so $g_{ij}<e^{-\beta E}$. Its squared drop is at most $3(1+\chi_i^2+\chi_j^2)$, from $(A+B+C)^2\le3(A^2+B^2+C^2)$. Also $|\chi_i|\le n_i$, the number of sites in the cluster of $i$ (zero for a closed site), since a connected cluster of $n_i$ sites extends over fewer than $n_i$ spacings. There are three bonds per site and each site belongs to six, so $G\le e^{-\beta E}\,(9+18\langle n_i^2\rangle)$.

The prefactors $\Sigma$ and $9+18\langle n_i^2\rangle$ depend on $E$ but not on temperature. Taking logarithms, dividing by $s$ and letting $s\to\infty$ confines the limit of $\ln G/s$ between $-E/\sigma$ for any $E>E_c$ and $-E/\sigma$ for any $E<E_c$. Therefore

$$\frac{\ln G}{s}\to b,\qquad \ln\mu^*=-\frac{s^2}{2}+bs+o(s),\qquad c_\infty^2=\frac12.\tag{10}$$

By (6), the average of $E_t$ over $\beta$ tends to $E_c$. The threshold was computed by labelling clusters on $64^3$ lattices and bisecting for the first spanning cluster in any direction, giving $p_c=0.3108\pm0.0012$ and $b=0.494$. In the limit $s\to\infty$ the exponential growth of $G$ is fixed by the level at which the lowest third of the sites is open, half a width below the band centre. At the temperatures of the table below, higher sites contribute as well, since $E_t$ lies above $E_c$ there.

The term $o(s)$ follows from a scaling argument, which is not a proof. Conductances change by a factor $e$ when the energy changes by $kT$, so the bonds comparable to the critical one, $g_c=e^{-\beta E_c}=e^{bs}$, come from a window $\delta p\sim\rho(E_c)\,kT=\varphi(b)/s$ about the threshold. Opening sites up to $p_c+\delta p$ produces a network that is homogeneous beyond the correlation length $\xi\propto a\,(\delta p)^{-\nu_p}\propto a\,s^{\nu_p}$, where $\nu_p\approx0.88$ in three dimensions is taken as an input. Within a block of side $\xi$ the conductances are spread over many decades, and the conductance of the block is set by a few bottlenecks of order $g_c$. A homogeneous block of side $\ell a$ in $d$ dimensions has $\ell^{d-1}$ parallel columns of $\ell$ bonds in series, so its conductance is $G\ell^{d-2}$. Equating this to $g_c$ at $\ell=\xi/a$ gives

$$G\approx B\,s^{-\lambda}e^{bs},\qquad\lambda=\nu_p(d-2),\qquad \frac{E_t}{\sigma}=-\frac{d\ln G}{ds}\approx-b+\frac{\lambda}{s},\tag{11}$$

with $B$ a number of order one and $\lambda=\nu_p$ for $d=3$. The transport level approaches $E_c$ from above and lies about $kT$ higher.

The mobility has been reduced to a resistor-network conductance times $e^{-s^2/2}$, and percolation gives the low-temperature limit $c_\infty^2=1/2$ in three dimensions, with a scaling argument for how the transport level approaches $E_c$. It remains to find the effective $c$ over a finite temperature window, to examine finite-lattice errors and the limits of the model, and to turn the result into a procedure for extracting $\sigma$.
